# Why a Rashba wire's conductance can drop and then recover

**Question.** A ballistic wire with strong Rashba coupling lies in a weak magnetic field perpendicular to its spin-orbit axis. Why can its conductance be \(2e^2/h\), then \(e^2/h\), then \(2e^2/h\) as the Fermi energy rises through the lowest pair of subbands, and what must the contacts do for this sequence to appear?

## The mechanism: a gap that removes one of two right-movers

A conductance plateau counts the states that carry electrons forward. Consider one band \(E(k)\), not degenerate in spin, whose right-moving states are filled by the left reservoir with occupation \(f_L\) and whose left-moving states are filled by the right reservoir with occupation \(f_R\). A length of wire holds \(dk/2\pi\) states per unit length, each moving with velocity \(v=\hbar^{-1}dE/dk\). Every right-moving branch that is fully transmitted therefore contributes the current

\[
I=e\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,(f_L-f_R)=\frac{e}{h}\int dE\,(f_L-f_R).
\]

The velocity has cancelled the density of states. At low temperature and small voltage \(V\) the last integral is \(eV\), so each branch adds \(e^2/h\), whether it is fast or slow. What matters is the number of points at the Fermi energy with \(dE/dk>0\).

Without a magnetic field, Rashba coupling shifts the parabola of one spin to negative \(k\) and that of the other spin to positive \(k\). The two parabolas cross at \(k=0\). Any energy above their common bottom meets each parabola once on its rising side, which gives two right-movers and \(2e^2/h\) throughout.

At the crossing the two states have the same \(k\) and opposite spins along the spin-orbit axis. A field perpendicular to that axis couples opposite spins, so it splits the crossing. If the field is weak, the lower band has two valleys with a hump between them. Three energy ranges follow:

- Between the valley bottoms and the top of the hump, a horizontal line meets the lower band four times. Two of these points move right: the outer one at \(k>0\), and an inner one at \(k<0\), on the rising flank of the hump.
- Inside the gap the inner pair is gone. One right-mover and one left-mover remain, both on the outer flanks.
- Above the gap the upper band supplies a new inner pair, and there are again two right-movers.

The first plateau is thus not one spin-degenerate level. Its second channel consists of electrons whose momentum \(\hbar k\) and velocity have opposite signs, and this channel ends at the top of the hump.

## The formula for the channel number

Let \(x\) run along the wire and let \(z\) be the spin-orbit axis. With the field along \(x\), the lowest subband pair is described by

\[
H=Ak^2+\alpha k\,\sigma_z+\Delta\,\sigma_x,\qquad A=\frac{\hbar^2}{2m},\qquad \Delta=\tfrac12 g\mu_BB>0 .
\]

Energies are measured from the zero-field crossing. This is a single-electron model; higher subbands, disorder and interactions are left out at first. For \(\Delta=0\), completing the square gives

\[
Ak^2\pm\alpha k=A(k\pm k_{so})^2-E_{so},\qquad k_{so}=\frac{\alpha}{2A},\qquad E_{so}=\frac{\alpha^2}{4A}.
\]

Here \(E_{so}\) is the depth of the parabolas below their crossing. Note that \(\alpha k_{so}=2E_{so}\).

For \(\Delta\neq0\), the spin part squares to \((\alpha k\sigma_z+\Delta\sigma_x)^2=\alpha^2k^2+\Delta^2\), because \(\sigma_z\) and \(\sigma_x\) anticommute. Hence

\[
E_\pm(k)=Ak^2\pm R(k),\qquad R(k)=\sqrt{\alpha^2k^2+\Delta^2}.
\]

At \(k=0\) the energies are \(\pm\Delta\), so the gap is \(2\Delta\). To count Fermi points at energy \(E\), set \(q=Ak^2\). Then \(\alpha^2k^2=\alpha^2q/A=4E_{so}q\), and squaring \(E-q=\pm R\) gives one equation for both bands:

\[
q^2-(2E+4E_{so})\,q+E^2-\Delta^2=0 .
\]

Each positive root \(q\) gives two points \(k=\pm\sqrt{q/A}\) on the same band. The bands are even in \(k\), so one of the two points moves right and the other left. Away from band edges, the number of channels is therefore the number of positive roots. The product of the roots is \(E^2-\Delta^2\), and their sum is \(2E+4E_{so}\).

**Inside the gap**, \(|E|<\Delta\), the product is negative. The roots are real with opposite signs: one channel.

**Above the gap**, \(E>\Delta\), product and sum are positive. One quarter of the discriminant is

\[
(E+2E_{so})^2-(E^2-\Delta^2)=4E_{so}E+4E_{so}^2+\Delta^2,
\]

which is positive too. Both roots are positive: two channels.

**Below the gap**, \(E<-\Delta\), the product is again positive, but the roots are real only if the discriminant is not negative, that is, if

\[
E\ge E_{\min}=-E_{so}-\frac{\Delta^2}{4E_{so}} .
\]

They are positive if also \(E>-2E_{so}\). When \(\Delta<2E_{so}\), this second condition follows from the first, since

\[
E_{\min}+2E_{so}=\frac{4E_{so}^2-\Delta^2}{4E_{so}}>0 .
\]

There are then two channels for \(E_{\min}<E<-\Delta\) and none below \(E_{\min}\). The width of this first plateau is

\[
-\Delta-E_{\min}=\frac{(2E_{so}-\Delta)^2}{4E_{so}} .
\]

It shrinks to zero at \(\Delta=2E_{so}\). In a stronger field, \(E<-\Delta\) implies \(E<-2E_{so}\), so the sum of the roots is negative and no channel exists there. The sequence becomes one channel, then two. Re-entrance thus needs \(\Delta<2E_{so}\), which is the first meaning of "strong Rashba, weak field".

The direction of the field matters as much as its strength. A field along \(z\) gives \(E=Ak^2\pm(\alpha k+\Delta)\). These are the old parabolas, moved up and down to bottoms at \(-E_{so}\pm\Delta\). They still cross, and no gap opens. The channel number is one between the two bottoms and two above, with no later drop.

The surviving pair in the gap has a definite spin pattern. In the lower band the spin is antiparallel to the vector with components \(\alpha k\) along \(z\) and \(\Delta\) along \(x\), so

\[
\langle\sigma_z\rangle=-\frac{\alpha k}{R(k)} .
\]

For \(\alpha k\gg\Delta\), the right-mover and the left-mover carry nearly opposite spins. The current in the dip is carried by a helical pair.

## When the channel number becomes the conductance

### The wire must be long

In the gap the negative root \(q\) means an imaginary \(k=i\kappa\). The inner states have become evanescent, and a short wire lets them through. Near \(k=0\) the term \(Ak^2\) is small compared with \(\alpha k\) and may be dropped. With \(k\to-i\,d/dx\) and spinor \((\psi_1,\psi_2)\), the equation \(H\psi=0\) at the gap centre reads

\[
\psi_1'=-i\kappa\psi_2,\qquad \psi_2'=i\kappa\psi_1,\qquad \kappa=\Delta/\alpha .
\]

Without \(\Delta\), \(\psi_1\) moves right and \(\psi_2\) moves left. Let a gapped section of length \(L\) join two sections without a gap, and let nothing come in from the right, so \(\psi_2(L)=0\). The solution is

\[
\psi_1=t\cosh\kappa(L-x),\qquad \psi_2=-it\sinh\kappa(L-x).
\]

A unit incoming wave, \(\psi_1(0)=1\), fixes \(t=1/\cosh\kappa L\). The leakage probability is

\[
T_{\rm leak}=\frac{1}{\cosh^2(\Delta L/\alpha)} .
\]

The dip is developed when \(L\) is several times \(\alpha/\Delta\).

### The contacts must feed the inner channel

The first plateau needs more care. In a dense lead the band bottom lies far below the Fermi energy, so electrons arrive above the local gap. In the wire, on the first plateau, their energy is below the gap. Somewhere in the contact their energy must therefore lie inside the local gap. The outer channel passes this place undisturbed. The inner one has to tunnel.

Let the potential rise with slope \(s>0\) towards the wire, and put \(x=0\) where the energy meets the gap centre. Replacing \(H\psi=0\) by \((H+sx)\psi=0\), again without \(Ak^2\), gives

\[
i\alpha\psi_1'=sx\,\psi_1+\Delta\psi_2,\qquad
i\alpha\psi_2'=-sx\,\psi_2-\Delta\psi_1 .
\]

Far to the right there is a transmitted wave and no incoming one. Its main part obeys \(i\alpha\psi_1'\approx sx\psi_1\). The small component follows the same phase, so \(i\alpha\psi_2'\approx sx\psi_2\), and the second equation yields \(\psi_2\approx-\Delta\psi_1/(2sx)\). Inserting this in the first equation,

\[
\frac{\psi_1'}{\psi_1}=-\frac{isx}{\alpha}+\frac{i\nu}{x},\qquad \nu=\frac{\Delta^2}{2\alpha s},
\qquad \psi_1\simeq C\,e^{-isx^2/2\alpha}\,x^{i\nu}.
\]

The coefficients of the differential equations have no singularity, so the solution can be followed through complex \(x\) from large positive to large negative values. Take the lower half-circle \(x=|x|e^{-i\theta}\), with \(\theta\) from \(0\) to \(\pi\). The exponential has modulus \(\exp[-s|x|^2\sin(2\theta)/2\alpha]\): it is first small and then large. In the first quarter the growing partner wave \(e^{+isx^2/2\alpha}\) is absent, so nothing can change \(C\). In the second quarter our wave is the large one; the partner may appear beside it, as the reflected wave, without changing \(C\). On arrival \(x^{i\nu}\) has gained the factor \((e^{-i\pi})^{i\nu}=e^{\pi\nu}\). The incoming amplitude is thus \(e^{\pi\nu}\) times the transmitted one, and the passage probability is

\[
p=e^{-2\pi\nu}=\exp\!\left(-\frac{\pi\Delta^2}{\alpha s}\right).
\]

Direct integration of the two equations confirms this. For \(\Delta/\sqrt{\alpha s}=0.3\) it gives 0.7538 against 0.7537 from the formula, and for 0.6 it gives 0.3228 against 0.3227.

A very gradual contact, \(s\ll\Delta^2/\alpha\), therefore blocks the inner channel. The electron follows the upper band until its energy reaches the gap edge and turns back. The conductance on the first plateau is then near \(e^2/h\), although the wire itself has two channels. The sequence \(2,1,2\) belongs to the channel number; it belongs to the conductance only with suitable contacts.

The contact must not be too abrupt either. Measured from the centre of its own parabola, an electron at the crossing energy has wavenumber \(k_{so}\) and kinetic energy \(E_{so}\). It avoids ordinary reflection if its wavenumber changes little over a distance \(1/k_{so}\), which requires \(s\) to stay below a value of order \(E_{so}k_{so}\). The two limits together are

\[
\frac{\Delta^2}{\alpha}\ll s\ll E_{so}k_{so},\qquad
\frac{E_{so}k_{so}}{\Delta^2/\alpha}=\frac{2E_{so}^2}{\Delta^2},
\]

where \(\alpha k_{so}=2E_{so}\) was used. This is the second meaning of "strong Rashba, weak field": the ratio \(E_{so}/\Delta\) opens the range of contacts that can show the first plateau.

### The temperature must be low

At temperature \(T\), \(G=(e^2/h)\int N(E)\,(-\partial f/\partial E)\,dE\), where \(N(E)\) is the channel number. It steps up by two at \(E_{\min}\), down by one at \(-\Delta\) and up by one at \(\Delta\). A unit step at energy \(\varepsilon\) integrates to the Fermi function \(F(\varepsilon)\), so with ideal contacts

\[
\frac{G}{e^2/h}=2F(E_{\min})-F(-\Delta)+F(\Delta).
\]

## The numbers for a micrometre-scale wire

Take round parameters in the rough range of gated wires made from narrow-gap III-V semiconductors: \(m=0.02\,m_0\), \(\alpha=0.10\) eV nm, \(g=40\), \(B=0.2\) T and \(L=1500\) nm. Then \(A=1905\) meV nm², and

\[
E_{so}=\frac{100^2}{4\times1905}=1.31\ \text{meV},\qquad
k_{so}=\frac{100}{2\times1905}=0.0262\ \text{nm}^{-1}.
\]

The field gives \(\Delta=0.232\) meV, a gap of 0.463 meV. Since \(\Delta/2E_{so}=0.088\), the field is weak in the required sense. The band bottom is at

\[
E_{\min}=-1.312-\frac{0.2315^2}{4\times1.312}=-1.32\ \text{meV}.
\]

The model thus has two channels from \(-1.32\) to \(-0.23\) meV, one from \(-0.23\) to \(0.23\) meV, and two above. At the gap centre the outer right-mover has \(k=0.0525\) nm⁻¹ and \(\langle\sigma_z\rangle=-0.999\). The decay length of the inner states is 432 nm, so \(L\) is about 3.5 decay lengths and the estimated leakage is 0.004.

With ideal contacts, the conductance at the gap centre is \(1.00\,e^2/h\) at 0.1 K, \(1.13\,e^2/h\) at 1 K and \(1.63\,e^2/h\) at 4 K. At 4 K the first plateau is smeared as well, and the re-entrance has practically vanished: as the Fermi energy rises, the conductance never falls by more than \(0.01\,e^2/h\).

The contacts are modelled by a potential that falls smoothly from zero in the wire to \(-U_0=-5\) meV in the leads over a length \(D\), as \(-U_0\sin^2(\pi d/2D)\), where \(d\) is the distance from the wire's end. An electron of energy \(E<0\) meets the gap centre where the potential equals \(E\). Differentiating there gives

\[
s=\frac{\pi}{D}\sqrt{|E|\,(U_0-|E|)} .
\]

For \(E=-0.7\) meV and \(D=250\) nm this is \(s=\pi\sqrt{0.7\times4.3}/250=0.0218\) meV/nm. The limits are \(\Delta^2/\alpha=0.00054\) and \(E_{so}k_{so}=0.034\) meV/nm, a ratio of 64. The slope is well above the lower limit but not far below the upper one. The passage probability is \(p=0.926\). For \(D=10\,000\) nm, \(s\) falls to 0.00055 meV/nm and \(p\) to 0.046.

A lattice scattering calculation with the full Hamiltonian, including the leads, gives these conductances in \(e^2/h\), averaged over each energy window. Wire length and lead depth are held fixed.

| Energy (meV) | \(D=250\) nm | \(D=10\,000\) nm | \(D=250\) nm, \(B=0\) |
|---|---|---|---|
| −0.9 to −0.5 | 1.80 | 1.01 | 1.94 |
| −0.1 to 0.1 | 1.00 | 1.00 | 2.00 |
| 0.6 to 1.0 | 1.99 | 2.00 | 2.00 |

The short contacts show the re-entrant sequence, with an imperfect first plateau. The long contacts show \(1,1,2\) in the same wire and the same field. Their value of 1.01 is an average over 41 energies, which is too coarse for the narrow resonances between two nearly closed contacts; dense sampling gives 1.02.

The shortfall on the first plateau can be accounted for. The zero-field column shows that ordinary reflection costs 0.06. The inner channel must also pass two contacts, with repeated reflections between them. When interference is averaged out, the probabilities add to

\[
p^2\left[1+(1-p)^2+(1-p)^4+\dots\right]=\frac{p^2}{1-(1-p)^2}=\frac{p}{2-p}.
\]

With \(p=0.926\) this is 0.86, a loss of 0.14. The expected value is \(1.94-0.14=1.80\), as calculated. The last digit depends on the 5 nm lattice step and the 41 energies per window: in the continuum limit with dense sampling both values rise by about 0.005, to 1.947 at zero field and 1.805 at 0.2 T. Such close agreement is partly luck: at \(B=0.4\) T, with the same contacts, the estimate gives 1.52 and the lattice calculation 1.48.

## What a real wire changes

The chosen \(\alpha\) and \(g\) are towards the high end of what such semiconductors offer, and 1500 nm is long for a ballistic wire. Disorder is the assumption most at risk. With the outer speed \(1.5\times10^5\) m/s, a mean free path equal to \(L\) needs a mobility of about \(9\times10^5\) cm²/Vs. Many nanowires have a few \(10^4\) cm²/Vs, as a rough figure. At \(5\times10^4\) the mean free path \(\ell\) would be about 90 nm. In one dimension each backscattering event reverses the velocity, so momentum relaxes at twice the backscattering rate and the backscattering length is \(2\ell\). With this value, taken at the speed of the gap centre, the classical estimate \(2/(1+L/2\ell)\) gives \(0.2\,e^2/h\) instead of 2. Electrons are slower on the first plateau and faster on the last, so the estimate ranges from roughly 0.1 on the first to roughly 0.3 on the last. If the electrons stay phase-coherent along the wire, localization lowers the conductance much further. The estimate is only a rough guide. It counts two channels and does not describe the gap, where the remaining pair has nearly opposite spins. At this mobility the level broadening \(\hbar/\tau\), with \(\tau\) the momentum relaxation time, is about 1.2 meV, larger than the gap of 0.46 meV, so the plateaux are no longer resolved. The example therefore describes an exceptionally clean wire. A shorter wire relaxes this demand, but at fixed \(\alpha\) it needs a larger \(\Delta\) to keep the leakage small, which narrows the range of useful contacts.

Higher subbands weaken the spin-orbit coupling. For a harmonic subband spacing of 20 meV the transverse width is \(w=13.8\) nm. With the wire along \(x\) and the spin-orbit axis along \(z\), the Rashba electric field points along \(y\), and the full coupling is \(\alpha(k_x\sigma_z-k_z\sigma_x)\). Its transverse term \(-\alpha k_z\sigma_x\) shifts the transverse momentum \(k_z\) by \(\pm k_{so}\) for the two signs of \(\sigma_x\). Because \(\alpha k\sigma_z\) flips that sign, it is reduced by the overlap of two Gaussians a distance \(2k_{so}\) apart, \(e^{-(k_{so}w)^2}=e^{-0.362^2}=0.88\). The effective \(\alpha\) near \(k=0\) drops to 0.088 eV nm, and the valley depth from 1.32 to 1.07 meV. The gap at \(k=0\) stays \(2\Delta\), since both the transverse term and the field term contain \(\sigma_x\). The first plateau becomes narrower, but the order of the plateaux is unchanged.

The orbital effect of the field is smaller. The cyclotron energy is 1.16 meV. In a flat wire, confined much more strongly along \(y\) than along \(z\), the relative change of the subband spacing is below the squared ratio of this energy to the spacing, which is 0.3%. In a round wire the first excited level is double and the field splits it, which lowers the spacing by about half the cyclotron energy, or 3%. Electron interactions are absent from all these numbers, and the model cannot say how far they would move the plateaux. The remaining values are in the numerical output below.

## Table of computed values

```
mass = 0.02 m0; alpha = 0.10 eV nm
g = 40; field = 0.2 T
wire length = 1500 nm
subband spacing = 20 meV
lead depth below wire = 5.0 meV
hbar^2/2m = 1905.0 meV nm^2
Eso = 1.312 meV; kso = 0.02625 1/nm
delta = 0.2315 meV; gap = 0.4631 meV
delta/(2 Eso) = 0.0882
Emin = -1.3226 meV
first plateau width = 1.0910 meV
probe energies (meV): -1.423 -0.777 0.000 0.695
channels, perpendicular field: [0, 2, 1, 2]
channels, parallel field: [0, 1, 2, 2]
channels, delta = 3 Eso: [0, 1, 1, 2]
outer Fermi k at E=0 = 0.05254 1/nm
spin <sz> at +k_outer = -0.99903
inner decay length at E=0 = 432.3 nm
alpha/delta = 431.9 nm
leak estimate = 0.00384
G(E=0) at 0.1 K = 1.0000 e^2/h
G(E=0) at 1.0 K = 1.1275 e^2/h
G(E=0) at 4.0 K = 1.6340 e^2/h
slope passage: wave eq. 0.7538, formula 0.7537
slope passage: wave eq. 0.3228, formula 0.3227
slope lower limit delta^2/alpha = 0.000536 meV/nm
slope upper limit Eso*kso = 0.03444 meV/nm
ratio of limits = 64.3
contacts: short 250 nm, long 10000 nm
at E = -0.7 meV, short: slope 0.02180 meV/nm, passage 0.926
at E = -0.7 meV, long: slope 0.000545 meV/nm, passage 0.046
mean G (e^2/h) in energy windows: short, long, short at B=0
  -1.9 to -1.6 meV: 0.000, 0.000, 0.000
  -0.9 to -0.5 meV: 1.801, 1.012, 1.941
  -0.1 to 0.1 meV: 1.002, 1.000, 1.995
  0.6 to 1.0 meV: 1.985, 1.999, 1.999
transverse width = 13.80 nm; kso*width = 0.362
alpha with subband mixing = 0.0877 eV nm
depth of minima below gap centre = 1.323 meV
same depth with subband mixing = 1.072 meV
cyclotron energy = 1.158 meV
outer speed at E=0 = 1.524e+05 m/s
mobility for mean free path = L: 8.66e+05 cm2/Vs
```
